# How Parallel and Serial Mechanisms Change an Apparent Activation Energy

**Q:** I measure diffusion through a barrier film, and my plot of \(\ln D\) against \(1/T\) is curved. A colleague says that two mechanisms are at work. What does the local slope of such a plot measure?

**A:** With \(\beta=1/(k_BT)\), the slope defines an apparent activation energy,

\[
E_a(T)=-\frac{d\ln D}{d\beta}.
\]

For one mechanism on equivalent sites, with rate \(k=Ae^{-\beta E}\) and constant \(A\) and \(E\), \(D\) is proportional to \(k\) and \(E_a=E\) at every temperature. I take the hop length as fixed, so thermal expansion is left out. I use eV for energies, kelvin for temperatures and s⁻¹ for rates.

**Q:** Why may I treat \(A\) as constant? Transition-state theory can be written with a factor \(k_BT/h\), which grows with temperature.

**A:** In the classical harmonic theory that growth cancels. The rate is the equilibrium probability density of being at the saddle, times the mean one-way velocity across it. In mass-weighted coordinates the velocity factor is

\[
\frac{\int_0^\infty v\,e^{-\beta v^2/2}dv}{\int_{-\infty}^{\infty}e^{-\beta v^2/2}dv}
=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .
\]

Each vibration of angular frequency \(\omega\) contributes a configuration integral

\[
\int_{-\infty}^{\infty}e^{-\beta\omega^2q^2/2}dq=\frac{\sqrt{2\pi k_BT}}{\omega}.
\]

The well has \(N\) such integrals, in the denominator. The saddle has \(N-1\), in the numerator, because motion along the path is not a vibration there. One factor \(1/\sqrt{2\pi k_BT}\) survives and meets the velocity factor:

\[
k=\sqrt{\frac{k_BT}{2\pi}}\,\frac{1}{\sqrt{2\pi k_BT}}\,
\frac{\prod\omega_{\rm well}}{\prod\omega_{\rm saddle}}e^{-\beta E}
=\frac{1}{2\pi}\frac{\prod\omega_{\rm well}}{\prod\omega_{\rm saddle}}e^{-\beta E}.
\]

The prefactor has no temperature in it. For well frequencies 1.0 and 1.5 and a saddle frequency 2.0, in model units, quadrature gives 0.1194 at both \(k_BT=0.05\) and \(0.20\), in agreement with \(1.0\times1.5/(2\pi\times2.0)\).

**Q:** Suppose, then, that an atom can make each hop by either of two mechanisms. Which way does \(E_a\) go on heating?

**A:** Let \(k_1\) and \(k_2\) be the rates per direction on a chain of equivalent sites with spacing \(a\). The two mechanisms are independent ways of making the same hop, so their rates add. Hops to the left and right together occur at rate \(2(k_1+k_2)\), and each adds \(a^2\) to the mean-square displacement. Setting \(2(k_1+k_2)a^2t=2Dt\) gives

\[
D_{\rm par}=a^2k_{\rm par},\qquad k_{\rm par}=k_1+k_2 .
\]

Since \(dk_i/d\beta=-E_ik_i\),

\[
E_a=\frac{k_1E_1+k_2E_2}{k_1+k_2}=w_1E_1+w_2E_2,\qquad
w_i=\frac{k_i}{k_1+k_2}.
\]

The apparent energy is a mean weighted by shares of the hopping rate. To see how the shares move, differentiate \(\ln w_i=\ln k_i-\ln k_{\rm par}\):

\[
\frac{dw_i}{d\beta}=w_i(-E_i+E_a)=-w_i(E_i-E_a).
\]

With constant \(E_i\), this gives

\[
\frac{dE_a}{d\beta}=-\sum_iw_iE_i(E_i-E_a)=-\sum_iw_i(E_i-E_a)^2 .
\]

The last step subtracts \(E_a\sum_iw_i(E_i-E_a)\), which is zero because \(E_a\) is the mean. What remains is minus the variance. For two mechanisms put \(\Delta=E_2-E_1\). Then \(E_1-E_a=-w_2\Delta\) and \(E_2-E_a=w_1\Delta\), so the variance is

\[
w_1w_2^2\Delta^2+w_2w_1^2\Delta^2=w_1w_2\Delta^2,
\]

because \(w_1+w_2=1\). Finally \(d\beta/dT=-1/(k_BT^2)\) turns the sign round:

\[
\frac{dE_a}{dT}=+\frac{w_1w_2\Delta^2}{k_BT^2}\ge0 .
\]

The apparent energy cannot fall on heating. It is constant if \(E_1=E_2\), and otherwise it rises. The variance form holds for any number of parallel mechanisms with constant \(A_i>0\) and \(E_i\).

**Q:** My \(E_a\) falls on heating. Could the atom instead have to pass two different barriers one after the other?

**A:** Yes. Let the links of the chain alternate between the mechanisms, with all sites still at the same energy. In a steady state the same net flux \(J\) crosses both links. With site occupations \(P_0,P_1,P_2\) in sequence,

\[
J=k_1(P_0-P_1)=k_2(P_1-P_2),
\]

and adding the two drops gives

\[
P_0-P_2=J\left(\frac1{k_1}+\frac1{k_2}\right).
\]

The concentration per unit length is \(P/a\), and this drop extends over \(2a\), so the concentration gradient has magnitude \((P_0-P_2)/(2a^2)\). Dividing the flux by it,

\[
D_{\rm ser}=\frac{2a^2}{1/k_1+1/k_2}=2a^2k_{\rm ser},\qquad
k_{\rm ser}=\frac{k_1k_2}{k_1+k_2}.
\]

If \(k_1=k_2=k\), this returns \(D=a^2k\), as it must.

The resistances \(R_i=1/k_i\) now add, and they carry the opposite exponent: \(dR_i/d\beta=+E_iR_i\). Because \(\ln k_{\rm ser}=-\ln(R_1+R_2)\),

\[
E_a=\frac{d\ln(R_1+R_2)}{d\beta}=v_1E_1+v_2E_2,\qquad
v_i=\frac{R_i}{R_1+R_2}.
\]

The weights are shares of the resistance, and they change as \(dv_i/d\beta=v_i(E_i-E_a)\). The same algebra as before gives \(dE_a/d\beta=+v_1v_2\Delta^2\), and therefore

\[
\frac{dE_a}{dT}=-\frac{v_1v_2\Delta^2}{k_BT^2}\le0 .
\]

So in this alternating chain, with constant parameters and \(E_1\ne E_2\), the apparent energy must fall on heating; it is not merely a possibility. The same holds for any quantity governed by added resistances, such as a steady flux.

**Q:** Heating favours the high-energy mechanism in both cases. Why does the result differ?

**A:** Heating does raise the rate of the high-energy mechanism by the larger factor in both cases. In parallel, the weight is a share of the rate, so that mechanism gains weight and pulls \(E_a\) up. In series, the weight is a share of the resistance. The high-energy resistance shrinks fastest, so that mechanism loses weight and \(E_a\) moves towards the lower energy.

For one pair of mechanisms used in the two arrangements, the symmetry is complete. From the formulas above, \(k_{\rm par}k_{\rm ser}=k_1k_2\). Taking \(-d\ln/d\beta\) of both sides gives

\[
E_{\rm par}(T)+E_{\rm ser}(T)=E_1+E_2 .
\]

The right side is constant, so the two temperature slopes are equal and opposite. On a plot of \(\ln D\) against \(\beta\), the parallel curve is convex, with second derivative \(+w_1w_2\Delta^2\), and the serial curve is concave by the same amount.

**Q:** How large is the effect, and over what temperature range would I see it?

**A:** That depends on the prefactors and energies. Take round model parameters, which describe no particular material: \(A_1=10^9\) s⁻¹, \(E_1=0.80\) eV, \(A_2=10^{13}\) s⁻¹ and \(E_2=1.60\) eV. The rates cross when \(A_1e^{-\beta E_1}=A_2e^{-\beta E_2}\), or \(\beta\Delta=\ln(A_2/A_1)\):

\[
T_\times=\frac{\Delta}{k_B\ln(A_2/A_1)}
=\frac{0.80}{8.617\times10^{-5}\times\ln10^4}=1008\ {\rm K}.
\]

The change is gradual. Since \(w_2/w_1=(A_2/A_1)e^{-\beta\Delta}\), the points \(w_2=0.1\) and \(0.9\) lie at \(\beta\Delta=\ln(A_2/A_1)\pm\ln9\), with the plus sign for 0.1. They are 814 K and 1324 K.

At 800 K the rates are \(k_1=9124.8\) s⁻¹ and \(k_2=832.6\) s⁻¹, so \(w_2=832.6/9957.4=0.0836\). Hence

\[
E_{\rm par}=0.80+0.0836\times0.80=0.867\ {\rm eV},
\]

and \(E_{\rm ser}=2.40-0.867=1.533\) eV. The magnitude of both slopes is

\[
\frac{0.9164\times0.0836\times0.80^2}{8.617\times10^{-5}\times800^2}
=8.9\times10^{-4}\ {\rm eV/K}.
\]

Over a wider range:

| \(T\) (K) | \(w_2\) | \(E_{\rm par}\) (eV) | \(E_{\rm ser}\) (eV) |
|---:|---:|---:|---:|
| 600 | 0.002 | 0.802 | 1.598 |
| 800 | 0.084 | 0.867 | 1.533 |
| 1008 | 0.500 | 1.200 | 1.200 |
| 1300 | 0.888 | 1.510 | 0.890 |
| 1800 | 0.983 | 1.586 | 0.814 |

At the crossing the slopes are \(\pm1.83\) meV/K. At 600 K they are only \(\pm0.04\) meV/K, because one mechanism has nearly all the weight. A straight plot over a limited range therefore does not show that there is a single mechanism.

A crossing at a finite positive temperature, with \(E_2>E_1\), requires \(A_2>A_1\). Otherwise \(w_2\) stays below one half at every finite temperature. The signs of the slopes survive, but the changeover is never completed.

These formulas were also tested without assuming the addition laws for \(D\). The diffusion coefficient was taken from the slow decay of a long concentration wave in the master equation, and the energies and slopes from finite differences. Forty random pairs of mechanisms obeyed both sign rules.

**Q:** My film probably contains traps. Does the serial result survive if the sites are not equivalent?

**A:** It does in this chain at low occupation, where atoms do not block one another. Let the two sites of a cell have energies \(\varepsilon_s\), and let link \(j\) have saddle energy \(S_j\) on the same scale. The hop rate from site \(s\) through link \(j\) is \(\nu_je^{-\beta(S_j-\varepsilon_s)}\). I take equal statistical weights for the sites, so detailed balance requires the same \(\nu_j\) in both directions.

The equilibrium occupations, normalised to one atom per cell, are \(p_s=e^{-\beta\varepsilon_s}/Z\), with \(Z=\sum_se^{-\beta\varepsilon_s}\). Write the actual occupations as \(u_sp_s\). The site energies then cancel in the net flux through a link:

\[
J=g_j(u_{\rm left}-u_{\rm right}),\qquad g_j=\frac{\nu_je^{-\beta S_j}}{Z}.
\]

The drop over a cell is \(\delta u=J(1/g_1+1/g_2)\). For slowly varying \(u\), a cell of length \(2a\) holds \(u\) atoms, so the concentration is \(u/(2a)\) and its gradient has magnitude \(\delta u/(4a^2)\). Thus

\[
D=\frac{4a^2}{Z\sum_jr_j},\qquad r_j=\frac{e^{\beta S_j}}{\nu_j}.
\]

For equal site energies set to zero, \(Z=2\) and the earlier result returns. Differentiating \(\ln D\),

\[
E_a=\frac{d\ln Z}{d\beta}+\frac{d\ln\sum_jr_j}{d\beta}
=-\langle\varepsilon\rangle_p+\langle S\rangle_v ,
\]

where \(v_j=r_j/\sum_lr_l\). The occupations carry \(e^{-\beta\varepsilon_s}\), so \(d\langle\varepsilon\rangle_p/d\beta=-{\rm Var}_p(\varepsilon)\). The resistances carry \(e^{+\beta S_j}\), so \(d\langle S\rangle_v/d\beta=+{\rm Var}_v(S)\). Both contributions to \(dE_a/d\beta\) are positive, and

\[
\frac{dE_a}{dT}=-\frac{{\rm Var}_v(S)+{\rm Var}_p(\varepsilon)}{k_BT^2}.
\]

Lower every other site by 0.2 eV, keeping the saddle energies at 0.80 and 1.60 eV and the same prefactors. At 1000 K the mean saddle energy is 1.215 eV and the mean site energy is \(-0.182\) eV, so \(E_a=1.215+0.182=1.397\) eV. The slope is \(-1.89\) meV/K, of which the saddles give \(-1.85\) and the sites \(-0.04\).

This also limits what you may infer. If all links are identical, \({\rm Var}_v(S)=0\), yet the site term remains. A falling \(E_a\) can therefore come from traps without two different saddles.

**Q:** Can I at least say that parallel mechanisms always give a nondecreasing \(E_a\)?

**A:** Not always. The rule needs equivalent sites, and a constant prefactor and energy for each mechanism. With unequal sites, the term \(-{\rm Var}_p(\varepsilon)/(k_BT^2)\) appears in the parallel case too, and it can outweigh the positive term where one mechanism dominates. Let both mechanisms of the example act on every link, and lower every other site by 0.2 eV with the saddle energies unchanged. At 500 K the slope is then \(-0.015\) meV/K.

Now return to equivalent sites and suppose each mechanism has its own apparent energy \(E_i(T)=-d\ln k_i/d\beta\). The weights change as before, but differentiating \(\sum_iw_iE_i\) now gives a further term \(\sum_iw_i\,dE_i/d\beta\). In terms of temperature,

\[
\frac{dE_a}{dT}=\left\langle\frac{dE_i}{dT}\right\rangle\pm\frac{{\rm Var}(E)}{k_BT^2},
\]

with plus and rate weights for parallel, minus and resistance weights for series. The variance term has a fixed sign; the first term does not.

**Q:** What would make \(E_i\) depend on temperature in an ordinary solid?

**A:** Quantum vibrations are one cause. Keep harmonic transition-state theory, but use the quantum partition function \(Q=1/[2\sinh(\beta\hbar\omega/2)]\) for each mode. Tunnelling along the path is left out. With barrier \(V_i\),

\[
k_i=\frac{1}{\beta h}\,\frac{\prod Q_{\rm saddle}}{\prod Q_{\rm well}}\,e^{-\beta V_i}.
\]

The factor \(1/\beta\) contributes \(k_BT\) to \(E_i\), and each mode contributes its mean energy \(U=-d\ln Q/d\beta=(\hbar\omega/2)\coth(\beta\hbar\omega/2)\):

\[
E_i=V_i+k_BT+\sum U_{\rm saddle}-\sum U_{\rm well}.
\]

Differentiating with respect to temperature,

\[
\frac{dE_i}{dT}=k_B\left[1+\sum c_{\rm saddle}-\sum c_{\rm well}\right],\qquad
c=\left[\frac{\beta\hbar\omega/2}{\sinh(\beta\hbar\omega/2)}\right]^2 .
\]

In the classical limit every \(c\) tends to one. The bracket becomes \(1+(N-1)-N=0\), which recovers the constant activation energy. A stiff mode has a small \(c\), since it is nearly frozen. Stiff saddles can therefore make \(E_i\) fall on heating, and soft saddles can make it rise.

Take three well quanta \(\hbar\omega\) of 0.10 eV, a size typical of hydrogen rather than of heavier atoms, and a temperature of 500 K. For the parallel pair, the barriers are 0.50 and 0.55 eV, with saddle quanta (0.20, 0.20) and (0.20, 0.18) eV. Then

\[
\frac{dE_a}{dT}=-0.044+0.016=-0.028\ {\rm meV/K}.
\]

The first number is the mean of the individual slopes, the second the variance term. Within this model the parallel pair has a falling apparent energy. The omitted tunnelling is not negligible beside it: for an Eckart barrier with an imaginary quantum of 0.10 eV along the path, the slope becomes about \(+0.02\) meV/K.

For a serial pair on equivalent sites, keep the two barriers but take saddle quanta (0.05, 0.05) and (0.05, 0.06) eV. The sum is \(+0.069-0.020=+0.049\) meV/K, so this serial pair has a rising one. Each sign rule can fail when the individual energies \(E_i\) depend on temperature. These two reversals need large quanta: with all quanta scaled down so that the well quanta are 0.03 eV, both pairs obey their sign rules at 500 K.

**Q:** Those slopes are tiny beside the 1.83 meV/K you found earlier. Should I worry about them?

**A:** Near a crossing with a large energy difference, usually not. At equal weights the variance term has magnitude \(\Delta^2/(4k_BT^2)\), where \(\Delta\) is now the difference of the two \(E_i(T)\). It exceeds a mean individual slope of magnitude \(bk_B\) if

\[
|\Delta|>2\sqrt b\,k_BT .
\]

Far from the crossing \(w_1w_2\) is small, and the individual slopes can decide the sign even when \(\Delta\) is large.

**Q:** How could I tell a serial film from one with traps, if both bend my plot the same way?

**A:** Measure steady permeation with known activities at the two faces. In the chain with traps, define \(\lambda=u/Z\), the activity that sets the occupation \(\lambda e^{-\beta\varepsilon_s}\). The flux relation becomes

\[
J=\frac{\delta\lambda}{r_1+r_2},
\]

and the site energies have dropped out. Traps affect \(D\), which compares flux with concentration, but not this steady flux at fixed activities. Divide out the temperature dependence of the imposed activity difference before reading the slope. With constant prefactors, the logarithm of what remains is straight against \(1/T\) if all saddles are identical, even with traps, and curved if two different saddle energies act in series.

If the two resistances belong to two separate layers, they add in the steady flux, but a \(D\) taken from the permeation time lag does not follow the serial rule: with the example's mechanisms and the low-energy layer ten times thicker than the other, its \(E_a\) rises by about 0.55 meV/K at 800 K. Working with the steady flux, you can also change a thickness. Making the high-energy layer ten times thicker multiplies its resistance by ten, which is equivalent to dividing \(A_2\) by ten. If the example's parameters describe the original layers, \(\ln(A_2/A_1)\) falls from \(\ln10^4\) to \(\ln10^3\), and the crossing moves from 1008 K to \(1008\times4/3=1344\) K. This assumes linear transport and layers whose thickness and structure stay fixed during the temperature scan. In a growing oxide the thickness must be held the same when rates at different temperatures are compared; otherwise the changing resistance adds its own contribution to \(E_a\).

## Table of computed values

```
Classical prefactor, well freq. 1.0, 1.5, saddle 2.0 (model units)
  kT=0.05: 0.119366  kT=0.20: 0.119366  formula: 0.119366
Random pairs obeying both sign rules: 40
kB = 8.617333e-05 eV/K
Mechanism 1: A = 1.0e+09 1/s, E = 0.80 eV
Mechanism 2: A = 1.0e+13 1/s, E = 1.60 eV
Crossing temperature k1=k2: 1008.0 K
Mechanism 2 carries 10% of parallel rate at 813.8 K
Mechanism 2 carries 90% of parallel rate at 1323.8 K
T (K) | k1, k2, k_parallel, k_series (1/s) | k2/(k1+k2)
  600.0 1.9068e+02 3.6357e-01 1.9104e+02 3.6288e-01 0.00190
  800.0 9.1248e+03 8.3261e+02 9.9574e+03 7.6299e+02 0.08362
 1008.0 1.0000e+05 1.0000e+05 2.0000e+05 5.0000e+04 0.50000
 1300.0 7.9177e+05 6.2690e+06 7.0607e+06 7.0298e+05 0.88786
 1800.0 5.7557e+06 3.3128e+08 3.3704e+08 5.6574e+06 0.98292
T (K) | Ea parallel, Ea series (eV) | slopes par., ser. (meV/K)
  600.0 0.80152 1.59848 +0.03919 -0.03919
  800.0 0.86689 1.53311 +0.88921 -0.88921
 1008.0 1.20000 1.20000 +1.82753 -1.82753
 1300.0 1.51029 0.88971 +0.43754 -0.43754
 1800.0 1.58634 0.81366 +0.03848 -0.03848
Series, site energies 0 and -0.2 eV, T = 1000 K:
  mean saddle 1.21465 eV, mean site -0.18212 eV, Ea 1.39677 eV
  slope -1.89202 meV/K; parts: saddles -1.85423, sites -0.03779
Quantum vibrations, T = 500 K, well quanta 3 x 0.10 eV
  parallel, stiff: barrier 0.50 eV, saddle quanta 0.20, 0.20 eV, own Ea 0.56432 eV
  parallel, stiff: barrier 0.55 eV, saddle quanta 0.20, 0.18 eV, own Ea 0.60517 eV
  parallel, stiff: Ea 0.57594 eV, slope -0.02810 meV/K
    own-slope mean -0.04387, mixing +0.01577 meV/K
  series, soft: barrier 0.50 eV, saddle quanta 0.05, 0.05 eV, own Ea 0.45606 eV
  series, soft: barrier 0.55 eV, saddle quanta 0.05, 0.06 eV, own Ea 0.50808 eV
  series, soft: Ea 0.49751 eV, slope +0.04908 meV/K
    own-slope mean +0.06941, mixing -0.02033 meV/K
```
